\section*{From Helicity to LS States: Orthogonality and the Parity Relation, part 2}

Two distinguishable massive particles with spins $s_1$ and $s_2$ have momenta $p\mathbf n$ and $-p\mathbf n$ in their centre-of-momentum frame, with $\mathbf n$ a unit vector and $p>0$ fixed. The problem is to relate their states of given orbital angular momentum $L$ and total spin $S$ to their helicity states, and to find the effect of space inversion. Angular momenta are in units of $\hbar$.

In $|\mathbf n;m_1m_2\rangle$ the labels $m_1,m_2$ are rest-frame spin projections on the fixed $z$ axis; each particle is then given its momentum by a boost without rotation. Helicities $\lambda_1,\lambda_2$ are angular momentum components along each particle's own momentum. Helicity states, marked h, have phases fixed by
\begin{equation}
|\mathbf z;\lambda_1\lambda_2\rangle_{\rm h}
=|\mathbf z;m_1=\lambda_1,\,m_2=-\lambda_2\rangle .
\label{zconv}
\end{equation}
Rotating these to all directions and superposing them gives the orthonormal states $|JM;\lambda_1\lambda_2\rangle$ of total angular momentum $J$ and projection $M$, with $|\lambda_1-\lambda_2|\le J$.

With real Condon--Shortley coupling coefficients $\langle j_1m_1;j_2m_2|jm\rangle$ and spherical harmonics $Y_{Lm}$, the orthonormal $LS$ states are
\begin{align}
|JM;LS\rangle=\sum_{m,M_S}\sum_{m_1m_2}&\langle Lm;SM_S|JM\rangle
\langle s_1m_1;s_2m_2|SM_S\rangle\nonumber\\
&\times\int d\mathbf n\,Y_{Lm}(\mathbf n)|\mathbf n;m_1m_2\rangle .
\label{LSdef}
\end{align}

The example has $s_1=1$, $s_2=1/2$, $J=3/2$. Its state superposes $L=0$ with amplitude $0.8$ and $L=1$ with amplitude $0.6$, both with $S=3/2$ and the phases of Eq.~\eqref{LSdef}. The probability of helicities $(1,-1/2)$ is $0.00001$, and that of $(-1,1/2)$ is $0.64399$. Shifting the phase of the $L=1$ part by $90^\circ$ makes both $0.32200$; replacing $L=1$ by $L=2$ in phase with $L=0$ makes both $0.49000$. These numbers are to be explained.

\section{Orthogonality and parity}

For spins $s_1,s_2$ and total angular momentum $J$, the first half obtained the overlap between a state of orbital angular momentum $L$ and total spin $S$ and a state of helicities $\lambda_1,\lambda_2$. With $\lambda=\lambda_1-\lambda_2$ it is
\begin{equation}
C(LS;\lambda_1\lambda_2)=\sqrt{\frac{2L+1}{2J+1}}\,
\langle L0;S\lambda|J\lambda\rangle\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle ,
\label{C2}
\end{equation}
and $|JM;LS\rangle=\sum C\,|JM;\lambda_1\lambda_2\rangle$. When particle 1 moves along $+z$, particle 2 with helicity $\lambda_2$ has spin projection $-\lambda_2$ and phase $+1$. Two symmetries of the coupling coefficients are now needed: reversal of all projections, and exchange of one of the coupled angular momenta with the total.

A rotation by $\pi$ about $y$ turns spin $1/2$ up into down, and down into minus up. Angular momentum $j$ with projection $m$ can be built as a symmetric product of $2j$ spins $1/2$, of which $j-m$ point down. Each of these gives a minus sign, so
\begin{equation}
e^{-i\pi J_y}|jm\rangle=(-1)^{j-m}|j,-m\rangle .
\label{turn}
\end{equation}
Apply this to both sides of $|jm\rangle=\sum\langle j_1m_1;j_2m_2|jm\rangle|j_1m_1\rangle|j_2m_2\rangle$ and compare the coefficients of $|j_1,-m_1\rangle|j_2,-m_2\rangle$. Since $m=m_1+m_2$, the projections cancel from the exponent, leaving
\begin{equation}
\langle j_1,-m_1;j_2,-m_2|j,-m\rangle=(-1)^{j_1+j_2-j}\langle j_1m_1;j_2m_2|jm\rangle .
\label{reflect}
\end{equation}

For the exchange, abbreviate $c(m_1,m_2;m)=\langle j_1m_1;j_2m_2|jm\rangle$ and form, for each $m_1$, the vector
\begin{equation}
|w_{m_1}\rangle=\sum_{m,m_2}(-1)^{j_2+m_2}c(m_1,m_2;m)\,|j,-m\rangle|j_2m_2\rangle .
\end{equation}
Let $J_+$ be the raising operator. In $J_+|w_{m_1}\rangle$ the coefficient of $|j,-m\rangle|j_2m_2\rangle$ is $(-1)^{j_2+m_2}$ times
\begin{equation}
\sqrt{(j-m)(j+m+1)}\,c(m_1,m_2;m+1)-\sqrt{(j_2+m_2)(j_2-m_2+1)}\,c(m_1,m_2-1;m).
\label{bracket}
\end{equation}
The first term comes from raising $|j,-m-1\rangle$, the second from raising $|j_2,m_2-1\rangle$, whose sign factor is opposite. On the other hand, taking the component of $J_+|jm\rangle$ along $|j_1m_1\rangle|j_2m_2\rangle$ gives
\begin{align}
\sqrt{(j-m)(j+m+1)}\,c(m_1,m_2;m+1)
&=\sqrt{(j_1+m_1)(j_1-m_1+1)}\,c(m_1-1,m_2;m)\nonumber\\
&\quad+\sqrt{(j_2+m_2)(j_2-m_2+1)}\,c(m_1,m_2-1;m).
\end{align}
The last term cancels the second term of \eqref{bracket}, so
\begin{equation}
J_+|w_{m_1}\rangle=\sqrt{(j_1+m_1)(j_1-m_1+1)}\,|w_{m_1-1}\rangle .
\end{equation}
This is the action of $J_+$ on a state of angular momentum $j_1$ and projection $-m_1$. The same calculation with $J_-$ gives the corresponding lowering rule. The product of $j$ and $j_2$ contains $j_1$ once, so $|w_{m_1}\rangle=\kappa|j_1,-m_1\rangle$, with $\kappa$ independent of all projections. Summing the squared norms over $m_1$ fixes its size. The sum of all $c^2$ is $2j+1$, one for each $m$, while the vectors on the right contribute $\kappa^2(2j_1+1)$. Hence $\kappa^2=(2j+1)/(2j_1+1)$.

The sign follows from the Condon--Shortley rule that the coefficient with $m_1=j_1$ and $m=j$ is positive. Choose $m_1=-j_1$, $m=-j$ and $m_2=j_1-j$. By Eq.~\eqref{reflect}, the component of $|w_{-j_1}\rangle$ is $(-1)^{j_2+j_1-j}(-1)^{j_1+j_2-j}c(j_1,j-j_1;j)$, which is positive. The component of $|j_1j_1\rangle$ with first projection $j$ is positive by the same rule, so $\kappa>0$ and
\begin{equation}
\langle j_1m_1;j_2m_2|jm\rangle=(-1)^{j_2+m_2}\sqrt{\frac{2j+1}{2j_1+1}}\,
\langle j,-m;j_2m_2|j_1,-m_1\rangle .
\end{equation}
With $j_1=L$, $m_1=0$, $j_2=S$, $j=J$ and $m_2=m=\lambda$, the square root here is the inverse of the one in Eq.~\eqref{C2}. Therefore
\begin{equation}
C(LS;\lambda_1\lambda_2)=(-1)^{S+\lambda}\langle J,-\lambda;S\lambda|L0\rangle
\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle .
\label{nosqrt}
\end{equation}
The matrix is now a product of two unitary recouplings and a sign, and its orthogonality follows from theirs. For two helicity pairs with differences $\lambda$ and $\lambda'$,
\begin{align}
\sum_{LS}C(LS;\lambda_1\lambda_2)C(LS;\lambda_1'\lambda_2')
&=\sum_S(-1)^{2S+\lambda+\lambda'}
\langle s_1\lambda_1;s_2,-\lambda_2|S\lambda\rangle
\langle s_1\lambda_1';s_2,-\lambda_2'|S\lambda'\rangle\nonumber\\
&\quad\times\sum_L\langle J,-\lambda;S\lambda|L0\rangle\langle J,-\lambda';S\lambda'|L0\rangle .
\end{align}
The sum over $L$ is $\delta_{\lambda\lambda'}$, because the coupled states are complete. The sign is then $(-1)^{2(S+\lambda)}=1$, since $S+\lambda$ is an integer. Completeness in $S$ reduces the rest to $\delta_{\lambda_1\lambda_1'}\delta_{\lambda_2\lambda_2'}$.

In the other order, sum $C(LS;\lambda_1\lambda_2)C(L'S';\lambda_1\lambda_2)$ over the helicity pairs. At fixed $\lambda$, the sum over pairs gives $\delta_{SS'}$ by orthogonality of the coupled spin states. The remaining sum, $\sum_\lambda\langle J,-\lambda;S\lambda|L0\rangle\langle J,-\lambda;S\lambda|L'0\rangle$, runs over all product states of zero total projection and equals $\delta_{LL'}$. Thus
\begin{equation}
CC^{T}=C^{T}C=1 .
\end{equation}
Both products can be identities only if the matrix is square: there are as many allowed $(L,S)$ as helicity pairs with $|\lambda|\le J$. The inverse transformation uses the same coefficients, $|JM;\lambda_1\lambda_2\rangle=\sum_{LS}C(LS;\lambda_1\lambda_2)|JM;LS\rangle$. In 64 matrices with spins up to $3/2$, no element of either product differed from the identity by more than $4.4\times10^{-16}$.

For $s_1=1$, $s_2=1/2$ and $J=3/2$ there are six states. The squares of the coefficients, each carrying the sign of $C$, are
\begin{equation}
\begin{array}{c|rrrrrr}
(L,S)&(1,\frac12)&(1,-\frac12)&(0,\frac12)&(0,-\frac12)&(-1,\frac12)&(-1,-\frac12)\\ \hline
(1,\frac12)&1/3&0&1/6&-1/6&0&-1/3\\
(2,\frac12)&-1/3&0&1/6&1/6&0&-1/3\\
(0,\frac32)&1/12&1/4&1/6&1/6&1/4&1/12\\
(1,\frac32)&-1/60&-9/20&1/30&-1/30&9/20&1/60\\
(2,\frac32)&-1/12&1/4&-1/6&-1/6&1/4&-1/12\\
(3,\frac32)&3/20&-1/20&-3/10&3/10&1/20&-3/20
\end{array}
\label{table}
\end{equation}
The zeros occur because total spin $1/2$ cannot have projection $\pm3/2$. Rows with even $L$ are unchanged when both helicities are reversed, and rows with odd $L$ change sign.

To obtain this pattern in general, reverse the helicities in Eq.~\eqref{C2}. By Eq.~\eqref{reflect} the first coefficient gains $(-1)^{L+S-J}$ and the second gains $(-1)^{s_1+s_2-S}$. The total spin cancels:
\begin{equation}
C(LS;-\lambda_1,-\lambda_2)=(-1)^{L-J+s_1+s_2}\,C(LS;\lambda_1\lambda_2).
\label{Cflip}
\end{equation}
Space inversion $P$ commutes with rotations and reverses boosts. It leaves the spin labels unchanged and gives $P|\mathbf n;m_1m_2\rangle=\eta_1\eta_2|-\mathbf n;m_1m_2\rangle$, where $\eta_1,\eta_2$ are the intrinsic parities, each taken equal to $+1$ or $-1$. Since $Y_{Lm}(-\mathbf n)=(-1)^LY_{Lm}(\mathbf n)$, the $LS$ states have parity $\eta_1\eta_2(-1)^L$. Expand a helicity state in them, apply $P$, and use Eq.~\eqref{Cflip}:
\begin{align}
P|JM;\lambda_1\lambda_2\rangle
&=\eta_1\eta_2\sum_{LS}(-1)^L C(LS;\lambda_1\lambda_2)|JM;LS\rangle\nonumber\\
&=\eta_1\eta_2\sum_{LS}(-1)^{L}(-1)^{L-J+s_1+s_2}C(LS;-\lambda_1,-\lambda_2)|JM;LS\rangle\nonumber\\
&=\eta_1\eta_2(-1)^{J-s_1-s_2}|JM;-\lambda_1,-\lambda_2\rangle .
\label{parity}
\end{align}
In the last step $(-1)^{2L}=1$, and the sign of the integer $J-s_1-s_2$ in the exponent is immaterial. Inversion reverses momentum but not spin, so it must reverse helicity; the algebra supplies the phase. The relation was also tested without using $L$ or $S$, by comparing helicity wave functions at opposite points of the sphere. The largest absolute discrepancy was $1.8\times10^{-15}$.

The phase depends on how particle 2 is defined. Suppose its state along $-z$ is made by turning a state of helicity $\lambda_2$ along $+z$ by $\pi$ about $y$. By Eq.~\eqref{turn} it acquires the factor $(-1)^{s_2-\lambda_2}$. The columns of $C$ acquire the same signs and remain orthonormal. In Eq.~\eqref{parity} the old and new states contribute $(-1)^{s_2-\lambda_2}(-1)^{s_2+\lambda_2}=(-1)^{2s_2}$, so the parity sign becomes $(-1)^{J-s_1+s_2}$. In the example it changes from $+1$ to $-1$. The two signs differ by $(-1)^{2s_2}$: they agree for integer $s_2$ and are opposite for half-integer $s_2$, where relations from the two conventions must not be mixed.

If an interaction conserves parity, Eq.~\eqref{parity} relates its amplitudes. Let $T$ be the rotationally invariant transition operator from particles 1 and 2 to massive particles 3 and 4, with final helicities $\mu_1,\mu_2$ and phases chosen as in Eq.~\eqref{zconv}. Write $T^J$ for its part at total angular momentum $J$, whose elements do not depend on $M$, and let $\eta_i,\eta_f$ be the initial and final products of intrinsic parities. Inserting $T=P^\dagger TP$ gives the factors $(-1)^{J-s_3-s_4}$ and $(-1)^{J-s_1-s_2}$. Both exponents are integers, so their sum may be replaced by their difference, and $J$ cancels:
\begin{equation}
\langle-\mu_1,-\mu_2|T^J|-\lambda_1,-\lambda_2\rangle
=\eta_i\eta_f(-1)^{s_3+s_4-s_1-s_2}\langle\mu_1\mu_2|T^J|\lambda_1\lambda_2\rangle .
\end{equation}

The probabilities quoted at the start can now be followed. Split the amplitude for one helicity pair into a part $e$ from even $L$ and a part $o$ from odd $L$. For the opposite pair, Eq.~\eqref{Cflip} gives $e-o$ up to a common sign, so
\begin{equation}
|e+o|^2-|e-o|^2=4\,\mathrm{Re}(e^*o).
\label{interf}
\end{equation}
For helicities $(1,-1/2)$ with $L=0$ and $L=1$ in phase, $e=0.8\times0.50000=0.40000$ and $o=-0.6\times0.67082=-0.40249$. They nearly cancel, leaving $e+o=-0.00249$, whose square $6.2\times10^{-6}$ is the probability $0.00001$ to five decimals; for $(-1,1/2)$ they add, and the square is $0.64399$. The near-zero is an accident of the chosen weights, but the asymmetry is interference between opposite parities. A relative phase of $90^\circ$ makes $e^*o$ imaginary, and both probabilities become $0.40000^2+0.40249^2=0.32200$. With $L=0$ and $L=2$ there is no odd part: both amplitudes are $0.8\times0.5+0.6\times0.5=0.7$, which gives $0.49000$. Equal probabilities for opposite helicities are thus necessary for definite parity but do not prove it.

The assumption of massive particles matters. A massless spin-1 particle has no helicity $0$, which removes the two middle columns of \eqref{table}. The four remaining columns are still orthonormal, but the six rows cannot be, so the $LS$ states no longer form an independent set. For identical particles, exchange symmetry ties the pair $(\lambda_1,\lambda_2)$ to $(\lambda_2,\lambda_1)$, so two such pairs with $\lambda_1\ne\lambda_2$ cannot be counted as independent. Pairs with $\lambda_1=\lambda_2$ are restricted too: exchange symmetry allows only even $L+S$, and by Eq.~\eqref{reflect} the factor $\langle L0;S0|J0\rangle$ vanishes unless $L+S-J$ is even, so such pairs occur only for even $J$. The numerical output below contains the full matrix and all the helicity probabilities.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All numbers are dimensionless; angular momenta in units of hbar
largest error, integrated overlap vs formula: 6.4e-15
largest error, projection at points n: 4.3e-16
largest error, parity by inversion of n: 1.8e-15
largest error, orthogonality: 4.4e-16 in 64 matrices
Example: s1 = 1, s2 = 1/2, J = 3/2, number of states = 6
columns (l1,l2): (1,1/2)  (1,-1/2)  (0,1/2)  (0,-1/2)  (-1,1/2)  (-1,-1/2)
matrix C, one row per (L,S):
  L=1 S=1/2:  0.57735  0.00000  0.40825 -0.40825  0.00000 -0.57735
  L=2 S=1/2: -0.57735  0.00000  0.40825  0.40825  0.00000 -0.57735
  L=0 S=3/2:  0.28868  0.50000  0.40825  0.40825  0.50000  0.28868
  L=1 S=3/2: -0.12910 -0.67082  0.18257 -0.18257  0.67082  0.12910
  L=2 S=3/2: -0.28868  0.50000 -0.40825 -0.40825  0.50000 -0.28868
  L=3 S=3/2:  0.38730 -0.22361 -0.54772  0.54772  0.22361 -0.38730
squares of C carrying the sign of C:
  L=1 S=1/2:    1/3      0    1/6   -1/6      0   -1/3
  L=2 S=1/2:   -1/3      0    1/6    1/6      0   -1/3
  L=0 S=3/2:   1/12    1/4    1/6    1/6    1/4   1/12
  L=1 S=3/2:  -1/60  -9/20   1/30  -1/30   9/20   1/60
  L=2 S=3/2:  -1/12    1/4   -1/6   -1/6    1/4  -1/12
  L=3 S=3/2:   3/20  -1/20  -3/10   3/10   1/20  -3/20
One element: L=2, S=1/2, l1=1, l2=1/2, l=1/2
  sqrt((2L+1)/(2J+1)) = 1.11803
  <L 0; S l|J l> = -0.63246
  <s1 l1; s2 -l2|S l> = 0.81650
  product C = -0.57735
parity sign (-1)^(J-s1-s2) = 1
parity sign with bare rotation of particle 2 = -1
Helicity probabilities, S=3/2, weights 0.8 (L=0) and 0.6 (other L):
  L=0 and L=2, in phase: 0.00333 0.49000 0.00667 0.00667 0.49000 0.00333
    sum = 1.00000, largest difference between opposite helicities = 0.00000
  L=0 and L=1, in phase: 0.02356 0.00001 0.19022 0.04711 0.64399 0.09511
    sum = 1.00000, largest difference between opposite helicities = 0.64399
  L=0 and L=1, 90 degrees apart: 0.05933 0.32200 0.11867 0.11867 0.32200 0.05933
    sum = 1.00000, largest difference between opposite helicities = 0.00000
\end{verbatim}
